\section*{Which total angular momenta occur when two are coupled}

\section{What rotational symmetry fixes}

Two systems have angular momentum quantum numbers $j_1$ and $j_2$, each a non-negative integer or half-integer. Rotating both together cannot favour one direction in space, so their joint states must fall into complete rotational multiplets. A multiplet of total angular momentum $J$ has one state at each $M=-J,-J+1,\dots,J$. The answer to the question ``which $J$ occur?'' is therefore a list of non-negative integers $N(J)$, the number of multiplets with each $J$. Since a multiplet with large $J$ reaches values of $M$ that one with small $J$ does not, counting states at each $M$ should determine this list.

The result to be proved is
\begin{equation}
N(J)=\begin{cases}1, & J=|j_1-j_2|,\,|j_1-j_2|+1,\dots,j_1+j_2,\\ 0, & \text{otherwise.}\end{cases}
\label{eq:result}
\end{equation}

I set $\hbar=1$. The operators $\mathbf J_1$ and $\mathbf J_2$ are Hermitian, commute with each other, and each satisfies $[J_x,J_y]=iJ_z$ and its cyclic permutations. The product states $|m_1,m_2\rangle$, with $m_i=-j_i,\dots,j_i$ in unit steps, form an orthonormal basis of $(2j_1+1)(2j_2+1)$ states. All of them are taken to be allowed, which holds for distinguishable systems.

The total is $\mathbf J=\mathbf J_1+\mathbf J_2$. Because the cross commutators vanish,
\begin{equation}
[J_x,J_y]=[J_{1x},J_{1y}]+[J_{2x},J_{2y}]=iJ_{1z}+iJ_{2z}=iJ_z ,
\end{equation}
and likewise for the cyclic permutations. The total is thus itself an angular momentum. Its $z$ component acts as
\begin{equation}
J_z|m_1,m_2\rangle=(m_1+m_2)|m_1,m_2\rangle ,
\end{equation}
so $M=m_1+m_2$. Let $n(M)$ be the number of product states with this sum. They span the whole eigenspace of $J_z$ with eigenvalue $M$, since all other product states belong to different eigenvalues and are orthogonal to it. Hence $n(M)$ is the dimension of that eigenspace, whatever basis is used in it.

\section{The simplest case: two spins one-half}

Write $+$ and $-$ for $m=\pm\tfrac12$. The four product states give
\begin{equation}
n(1)=1,\qquad n(0)=2,\qquad n(-1)=1 .
\end{equation}
Let $J_\pm=J_x\pm iJ_y$. For one spin one-half, the lowering operator turns $+$ into $-$ with coefficient 1 and gives zero on $-$. Therefore
\begin{align}
J_-|{+}{+}\rangle&=|{-}{+}\rangle+|{+}{-}\rangle,\\
J_-\bigl(|{-}{+}\rangle+|{+}{-}\rangle\bigr)&=2|{-}{-}\rangle .
\end{align}
These three states form a ladder with $M=1,0,-1$, which is a $J=1$ multiplet. One direction remains at $M=0$, orthogonal to the middle state of the ladder:
\begin{equation}
|s\rangle=\tfrac{1}{\sqrt2}\bigl(|{+}{-}\rangle-|{-}{+}\rangle\bigr).
\end{equation}
Lowering it gives $(|{-}{-}\rangle-|{-}{-}\rangle)/\sqrt2=0$, and raising it gives $(|{+}{+}\rangle-|{+}{+}\rangle)/\sqrt2=0$. It is a multiplet by itself, with $J=0$.

The counting shows the same thing without constructing any state. The single state at $M=1$ requires one $J=1$ multiplet. That multiplet takes up one of the two dimensions at $M=0$, and the remaining one must belong to $J=0$. To use this argument for any $j_1$ and $j_2$, I need a proof that multiplets are always complete.

\section{Why every multiplet is complete}

First, $J^2=J_x^2+J_y^2+J_z^2$ commutes with $J_z$. With $[J_x,J_z]=-iJ_y$ and $[J_y,J_z]=iJ_x$,
\begin{equation}
[J^2,J_z]=-i(J_xJ_y+J_yJ_x)+i(J_yJ_x+J_xJ_y)=0 .
\end{equation}
By cyclic permutation $J^2$ commutes with $J_x$ and $J_y$ too, and so with $J_\pm$. Being commuting Hermitian operators on a finite-dimensional space, $J^2$ and $J_z$ have a common orthonormal eigenbasis.

Next,
\begin{equation}
[J_z,J_\pm]=iJ_y\pm i(-iJ_x)=\pm(J_x\pm iJ_y)=\pm J_\pm ,
\end{equation}
so $J_\pm$ changes $M$ by $\pm1$ and leaves the eigenvalue of $J^2$ unchanged. The products of ladder operators are
\begin{align}
J_-J_+&=J_x^2+J_y^2+i[J_x,J_y]=J^2-J_z^2-J_z,\\
J_+J_-&=J_x^2+J_y^2-i[J_x,J_y]=J^2-J_z^2+J_z .
\end{align}
Let $|v\rangle$ be a normalized common eigenstate with $J^2=\lambda$ and $J_z=M$. Since $J_+$ and $J_-$ are adjoints of each other,
\begin{equation}
\|J_+v\|^2=\lambda-M(M+1),\qquad \|J_-v\|^2=\lambda-M(M-1).
\label{eq:norms}
\end{equation}

Raise $|v\rangle$ repeatedly. Each non-zero result has a new eigenvalue of $J_z$, and there are finitely many of these, so the process stops. Call the last value $J$. The next raising gives zero, and \eqref{eq:norms} then requires $\lambda=J(J+1)$. Lowering must also stop, at some $M'\le J$ with $\lambda=M'(M'-1)$. Equating the two expressions for $\lambda$,
\begin{equation}
0=M'(M'-1)-J(J+1)=(M'+J)(M'-J-1).
\end{equation}
The second factor is negative because $M'\le J$, so $M'=-J$. It follows that $J\ge0$, that $-J\le M\le J$, and that $J-M$ is an integer.

Now let $V(J,M)$ be the space of all common eigenstates with given $J$ and $M$. It may have more than one dimension. For $M>-J$, lowering maps $V(J,M)$ into $V(J,M-1)$, and
\begin{equation}
\|J_-v\|^2=J(J+1)-M(M-1)=(J+M)(J-M+1)>0 .
\end{equation}
No non-zero vector is sent to zero, so independent states stay independent and $\dim V(J,M)\le\dim V(J,M-1)$. Raising maps $V(J,M-1)$ back into $V(J,M)$, with squared norm $J(J+1)-(M-1)M$, the same positive number. This gives the opposite inequality. Therefore
\begin{equation}
\dim V(J,M)=N(J)\quad\text{for every }M=-J,\dots,J .
\label{eq:same}
\end{equation}

The number $N(J)$ does count multiplets. Choose an orthonormal basis of $V(J,J)$ and lower each member. Two lowered states have the overlap $\langle a|J_+J_-|b\rangle=(J+M)(J-M+1)\langle a|b\rangle$, so orthogonal states stay orthogonal all the way down. The result is $N(J)$ separate, complete ladders.

The limit $J=0$ agrees with the previous section: both norms in \eqref{eq:norms} vanish at $M=0$, as found for $|s\rangle$.

\section{From state counts to multiplets}

The $M$ eigenspace has dimension $n(M)$ in the product basis. In the common eigenbasis of $J^2$ and $J_z$, its dimension is the sum of $\dim V(J,M)$ over all $J$ that reach this $M$. By \eqref{eq:same},
\begin{equation}
n(M)=\sum_{J=|M|,\,|M|+1,\dots}N(J).
\label{eq:sum}
\end{equation}
Take $M=J\ge0$, write the same equation for $M=J+1$, and subtract. All terms cancel except the first:
\begin{equation}
N(J)=n(J)-n(J+1).
\label{eq:diff}
\end{equation}
In words, the states at $M=J$ that are not continuations of larger multiplets must be the tops of new ones.

Nothing in \eqref{eq:diff} assumes that a given $J$ occurs once. Three spins one-half show this. There is one state with $M=\tfrac32$, and there are three with $M=\tfrac12$, because any one of the spins can point down. Hence $N(\tfrac32)=1-0=1$ and $N(\tfrac12)=3-1=2$. Diagonalizing $J^2$ for the three spins gives the same multiplicities. That each $J$ occurs at most once is thus a property of coupling two multiplets, and it has to come from the form of $n(M)$.

\section{One spin one-half and any $j_1$}

Let $j_2=\tfrac12$ and $j_1\ge\tfrac12$. A given $M$ can be made with $m_1=M-\tfrac12$ or $m_1=M+\tfrac12$. Both are allowed if $|M|\le j_1-\tfrac12$. At $M=j_1+\tfrac12$ the second choice would need $m_1=j_1+1$, so one state is left. For $M\ge0$, then,
\begin{equation}
n(M)=\begin{cases}1,&M=j_1+\tfrac12,\\2,&M\le j_1-\tfrac12 .\end{cases}
\end{equation}
Equation \eqref{eq:diff} gives $N(j_1+\tfrac12)=1-0=1$ and $N(j_1-\tfrac12)=2-1=1$. For smaller $J$ it gives $2-2=0$. An electron with orbital angular momentum $l\ge1$ thus has total angular momentum $l+\tfrac12$ or $l-\tfrac12$. For $j_1=\tfrac12$ the two values are 1 and 0, as before.

The count has two parts: a slope near the largest $M$, where each step down adds a state, and a plateau, where it does not. The general case has the same shape.

\section{The general count}

Exchanging the names of the two systems changes nothing, so let $j_1\ge j_2$. Reversing the signs of $m_1$ and $m_2$ pairs the states at $M$ with those at $-M$, so $n(-M)=n(M)$ and it is enough to take $M\ge0$.

With $m_2=M-m_1$, the condition $-j_2\le m_2\le j_2$ becomes $M-j_2\le m_1\le M+j_2$. Together with $-j_1\le m_1\le j_1$, this gives
\begin{equation}
\max(-j_1,M-j_2)\le m_1\le\min(j_1,M+j_2).
\end{equation}
Since $M\ge0$ and $j_2\le j_1$, we have $M-j_2\ge-j_2\ge-j_1$, and the lower limit is $M-j_2$. Every possible $M$ differs from $j_1+j_2$ by an integer, so both limits differ from $j_1$ by an integer and are themselves values that $m_1$ can take. The number of values in unit steps is the upper limit minus the lower limit, plus one.

There are two ranges:
\begin{align}
0\le M\le j_1-j_2:\quad n(M)&=(M+j_2)-(M-j_2)+1=2j_2+1,\label{eq:plateau}\\
j_1-j_2\le M\le j_1+j_2:\quad n(M)&=j_1-(M-j_2)+1\nonumber\\
&=j_1+j_2+1-M.\label{eq:slope}
\end{align}
At $M=j_1-j_2$ both lines give $2j_2+1$. For $M>j_1+j_2$ there are no states. The slope formula also gives zero at the first such value, $M=j_1+j_2+1$, so it may be used there.

The plateau has a direct meaning. For small $M$, every one of the $2j_2+1$ orientations of the smaller angular momentum can be completed by a suitable $m_1$. For $M>j_1-j_2$, the lowest $M-(j_1-j_2)$ values of $m_2$ would need $m_1>j_1$ and drop out, one more at each step up in $M$.

Now apply \eqref{eq:diff}. For $j_1-j_2\le J\le j_1+j_2$, both $J$ and $J+1$ are covered by the slope formula:
\begin{equation}
N(J)=(j_1+j_2+1-J)-(j_1+j_2-J)=1 .
\end{equation}
For $0\le J<j_1-j_2$, the unit spacing gives $J+1\le j_1-j_2$. Both values lie on the plateau, and
\begin{equation}
N(J)=(2j_2+1)-(2j_2+1)=0 .
\end{equation}
For $J>j_1+j_2$ both counts vanish, and $N(J)=0$. Undoing the choice $j_1\ge j_2$ replaces $j_1-j_2$ by $|j_1-j_2|$, which proves \eqref{eq:result}.

Two limits test the result. If $j_2=0$, the smallest and largest $J$ are both $j_1$: adding a system without angular momentum changes nothing. If $j_1=j_2=j$, the plateau shrinks to the single point $M=0$, and $J$ runs over $0,1,\dots,2j$. Since the smallest $J$ is $|j_1-j_2|$, this is the only case in which $J=0$ occurs.

\section{A case with a missing value: $j_1=\tfrac52$, $j_2=1$}

There are $6\times3=18$ product states. For positive $M$ they are
\begin{equation}
\begin{array}{ccl}
M&n(M)&(m_1,m_2)\\[2pt]
7/2&1&(\tfrac52,1)\\[2pt]
5/2&2&(\tfrac52,0),\ (\tfrac32,1)\\[2pt]
3/2&3&(\tfrac52,-1),\ (\tfrac32,0),\ (\tfrac12,1)\\[2pt]
1/2&3&(\tfrac32,-1),\ (\tfrac12,0),\ (-\tfrac12,1)
\end{array}
\end{equation}
and the negative values mirror these. The differences are
\begin{align}
N(\tfrac72)&=1-0=1, & N(\tfrac52)&=2-1=1,\\
N(\tfrac32)&=3-2=1, & N(\tfrac12)&=3-3=0 .
\end{align}
States with $M=\tfrac12$ exist, but no multiplet has $J=\tfrac12$. The space spanned by these three product states is filled by one state from each of the multiplets $J=\tfrac32,\tfrac52,\tfrac72$. Each product state by itself is a mixture of the three.

This can be confirmed from $J^2$ itself. Since $\mathbf J_1$ and $\mathbf J_2$ commute,
\begin{equation}
J^2=J_1^2+J_2^2+2J_{1z}J_{2z}+J_{1+}J_{2-}+J_{1-}J_{2+} ,
\end{equation}
where the last two terms equal $2(J_{1x}J_{2x}+J_{1y}J_{2y})$. The diagonal elements are $\tfrac{35}{4}+2+2m_1m_2$. The off-diagonal ones follow from \eqref{eq:norms}, with positive square roots for the ladder coefficients: $\sqrt8\,\sqrt2=4$ between the first two states and $3\sqrt2\approx4.2426$ between the last two. In the order listed for $M=\tfrac12$,
\begin{equation}
J^2=\begin{pmatrix}7.75&4&0\\4&10.75&3\sqrt2\\0&3\sqrt2&9.75\end{pmatrix}.
\end{equation}
Let $a$, $b$, $c$ be the diagonal elements after subtracting $\lambda$. Expanding along the first row,
\begin{equation}
\det(J^2-\lambda)=a(bc-18)-4(4c)=abc-18a-16c .
\end{equation}
The three predicted values of $J(J+1)$ are roots:
\begin{align}
\lambda=3.75:&\quad 4\cdot7\cdot6-18\cdot4-16\cdot6=168-72-96=0,\\
\lambda=8.75:&\quad (-1)\cdot2\cdot1+18-16=0,\\
\lambda=15.75:&\quad (-8)(-5)(-6)+144+96=0 .
\end{align}
They belong to $J=\tfrac32,\tfrac52,\tfrac72$. For $J=\tfrac12$ one would need $\lambda=0.75$, where the determinant is $7\cdot10\cdot9-18\cdot7-16\cdot9=360$, not zero. The numerical check diagonalizes $J^2$ in every $M$ space for all 49 ordered pairs with $j_1,j_2\le3$ and finds the multiplicities of \eqref{eq:result}.

\section{The dimension sum}

The multiplets must together contain as many states as the product basis. To verify this from \eqref{eq:result}, write each dimension as a difference of squares,
\begin{equation}
2J+1=(J+1)^2-J^2 .
\end{equation}
In a sum over consecutive $J$, the term $(J+1)^2$ cancels against the $-J^2$ of the next multiplet. The first and last squares remain:
\begin{align}
\sum_{J=|j_1-j_2|}^{j_1+j_2}(2J+1)
&=(j_1+j_2+1)^2-(j_1-j_2)^2\nonumber\\
&=\bigl[(j_1+j_2+1)+(j_1-j_2)\bigr]\bigl[(j_1+j_2+1)-(j_1-j_2)\bigr]\nonumber\\
&=(2j_1+1)(2j_2+1).
\end{align}
In the example, $4+6+8=18$, and the squares give $\tfrac{81}{4}-\tfrac94=18$.

The sum is a check on the theorem and cannot replace the count at each $M$. With half-integer $J\le\tfrac72$, there are 18 different sets of multiplets whose total dimension is 18 (the two numbers agree by accident). Even if one knows that there are three multiplets, the dimensions $6+6+6$, $4+6+8$ and $2+8+8$ all remain possible. The number of states at $M=\tfrac72$ decides between them: these sets have 0, 1 and 2 such states, and the product basis has 1.

\section{What the result means and where it stops}

Because $N(J)\le1$, each space $V(J,M)$ that occurs is one-dimensional. The labels $J$ and $M$ then fix a normalized state up to a phase, and so its expansion
\begin{equation}
|J,M\rangle=\sum_{m_1+m_2=M}|m_1,m_2\rangle\langle m_1,m_2|J,M\rangle .
\end{equation}
The coefficients are the Clebsch--Gordan coefficients. Requiring positive ladder coefficients ties the phases within a multiplet together, which leaves one free phase for each $J$. For three spins one-half this fails: two multiplets have $J=\tfrac12$, and a further label is needed, such as the total spin of the first two.

The theorem describes the space of states and not the energies. Suppose the Hamiltonian acts within the product space of the two systems and commutes with $\mathbf J$. It then commutes with $J^2$ and $J_z$, so it maps each one-dimensional $V(J,M)$ into itself, and $|J,M\rangle$ is an eigenstate. Since it also commutes with $J_-$, lowering keeps the eigenvalue, and the $2J+1$ states of a multiplet share one energy. A field that singles out a direction can split them and mix different $J$, but the list of multiplets contained in the space is unchanged.

The count does change if some product states are forbidden. Take two identical fermions, both in the same shell of half-integer angular momentum $j$, where $m$ is the only label that distinguishes the one-particle states of the shell. (If $j$ were only the orbital part $l$, a spin label would remain, and two p electrons with opposite spins do reach $L=2l=2$.) The only product state with $M=2j$ has both particles in $m=j$. It is symmetric under exchange and therefore excluded, so $J=2j$ does not occur. For two electrons in the same orbital, where $j=\tfrac12$ is the spin, this removes the triplet and leaves the antisymmetric state $|s\rangle$. The total $\mathbf J=\mathbf J_1+\mathbf J_2$ is unchanged by exchanging the particles, so $J_z$ and $J_\pm$ map antisymmetric states to antisymmetric states, and the proof of completeness applies within that subspace. Equation \eqref{eq:diff} therefore still holds, provided that $n(M)$ is the number of independent antisymmetric states with the given $M$. The value $J=2j$ need not be the only one lost. For $j=\tfrac32$ the pairs with $m_1>m_2$ give $n(3)=0$, $n(2)=1$, $n(1)=1$ and $n(0)=2$, so $N(3)=0$, $N(2)=1$, $N(1)=0$ and $N(0)=1$: only $J=0$ and $J=2$ remain.

\section*{Values computed for the example and the checks}
\begin{verbatim}
All quantum numbers and counts are dimensionless; J^2 in hbar^2
Example: j1 = 5/2, j2 = 1
Number of product states: 18
Product states (m1,m2) for each M, and their number n(M):
  M =  7/2: n = 1  (5/2,1)
  M =  5/2: n = 2  (5/2,0) (3/2,1)
  M =  3/2: n = 3  (5/2,-1) (3/2,0) (1/2,1)
  M =  1/2: n = 3  (3/2,-1) (1/2,0) (-1/2,1)
  M = -1/2: n = 3  (1/2,-1) (-1/2,0) (-3/2,1)
  M = -3/2: n = 3  (-1/2,-1) (-3/2,0) (-5/2,1)
  M = -5/2: n = 2  (-3/2,-1) (-5/2,0)
  M = -7/2: n = 1  (-5/2,-1)
Differences n(J) - n(J+1), and N(J) from diagonalization:
  J = 7/2: 1 - 0 = 1, N = 1
  J = 5/2: 2 - 1 = 1, N = 1
  J = 3/2: 3 - 2 = 1, N = 1
  J = 1/2: 3 - 3 = 0, N = 0
Matrix of J^2 for M = 1/2, states in the order listed (hbar^2):
    7.7500   4.0000   0.0000
    4.0000  10.7500   4.2426
    0.0000   4.2426   9.7500
Its eigenvalues (hbar^2): 3.7500, 8.7500, 15.7500
J(J+1) for the absent J = 1/2 (hbar^2): 0.7500
Dimension sum: 4 + 6 + 8 = 18
Telescoped: (j1+j2+1)^2 - (j1-j2)^2 = 81/4 - 9/4 = 18
Sets of multiplets with J <= 7/2 and total dimension 18: 18
Those with three multiplets, by dimensions:
  6 + 6 + 6; reproduces every n(M): no
  4 + 6 + 8; reproduces every n(M): yes
  2 + 8 + 8; reproduces every n(M): no
Three spins 1/2: N(1/2) = 2, N(3/2) = 1
Pairs (j1,j2) tested by diagonalization, j up to 3: 49
\end{verbatim}
